# London estimate of the attraction between two methyl groups

## Two charges on springs, moving on one line

Take two neutral objects a distance $r$ apart. Each has a fixed charge $-q$ and a mobile charge $+q$ of mass $m$, held to the fixed one by a spring of angular frequency $\omega$. For the moment the mobile charges move only along the line joining the objects, with displacements $z_1$ and $z_2$. Gaussian notation is used: $q^2$ stands for the SI quantity $q^2/(4\pi\varepsilon_0)$, and the polarisability $\alpha$ is a volume.

A static field $F$ stretches the spring until $m\omega^2z=qF$. The induced dipole is $qz=\alpha F$, so

$$\alpha=\frac{q^2}{m\omega^2}.$$

The Coulomb energy between the objects has four terms:

$$V=q^2\left[\frac1r-\frac1{r+z_2}-\frac1{r-z_1}+\frac1{r+z_2-z_1}\right].$$

For displacements small compared with $r$, use $1/(r+s)\approx1/r-s/r^2+s^2/r^3$. The constants cancel because the objects are neutral, and the linear terms cancel as well. The quadratic terms are $-z_2^2-z_1^2+(z_2-z_1)^2=-2z_1z_2$, all over $r^3$. Hence

$$V=-\frac{2q^2z_1z_2}{r^3}.$$

Two dipoles pointing the same way along the line attract; opposed dipoles repel. Now set $z_\pm=(z_1\pm z_2)/\sqrt2$. This rotation leaves the kinetic energy and $z_1^2+z_2^2$ unchanged in form, and $z_1z_2=(z_+^2-z_-^2)/2$. The potential energy becomes

$$\tfrac12m\omega^2(1-\kappa)z_+^2+\tfrac12m\omega^2(1+\kappa)z_-^2,\qquad \kappa=\frac{2\alpha}{r^3},$$

where $q^2/(m\omega^2)=\alpha$ was used. These are two independent oscillators with frequencies $\omega_\pm=\omega\sqrt{1\mp\kappa}$. The parallel motion is softened and the opposed motion is stiffened.

Each oscillator has zero-point energy $\hbar\omega_\pm/2$. With $\sqrt{1\pm\kappa}\approx1\pm\kappa/2-\kappa^2/8$, the change relative to infinite separation is

$$E_{\rm line}=\frac{\hbar\omega}{2}\left(\sqrt{1-\kappa}+\sqrt{1+\kappa}-2\right)\approx-\frac{\hbar\omega\,\kappa^2}{8}=-\frac{\hbar\omega\,\alpha^2}{2r^6}.$$

The first-order changes cancel. What remains is negative because the square root bends downwards: softening one mode saves more energy than stiffening the other costs.

## The envelope estimate

This case shows what sets the size of the attraction. The relative coupling is of order $\alpha/r^3$, it acts in second order, and the energy scale is that of an electronic excitation. Therefore, apart from a factor of order one,

$$E\sim-I\left(\frac{\alpha}{r^3}\right)^2,$$

where $I$ is a characteristic energy of the group.

For a methyl group take $\alpha=2.2$ Å³, and let the group centres be $r=4$ Å apart. These data do not fix $I$. A round $I=12$ eV is chosen here, as a plausible ionisation energy for a saturated hydrocarbon group. Then

$$\frac{\alpha^2}{r^6}=\frac{4.84}{4096}=1.18\times10^{-3},$$

and $12\ \mathrm{eV}\times1.18\times10^{-3}$ is about 0.014 eV. Since 1 eV per particle is 96.485 kJ/mol, this is 1.4 kJ/mol. The order of magnitude is settled. The factor in front requires motion in all three directions.

## The factor for three directions

Let $\mathbf u_1$ and $\mathbf u_2$ be the displacements in space, with $z$ along the line of centres. All four Coulomb terms contain the inverse length of a vector $r\hat{\mathbf z}+\mathbf s$. Its squared length is $r^2(1+\epsilon)$, with $\epsilon=2s_z/r+s^2/r^2$. From $(1+\epsilon)^{-1/2}\approx1-\epsilon/2+3\epsilon^2/8$, kept to second order in $\mathbf s$,

$$\frac1{|r\hat{\mathbf z}+\mathbf s|}\approx\frac1r-\frac{s_z}{r^2}+\frac{3s_z^2-s^2}{2r^3}.$$

The four terms have $\mathbf s=0$, $\mathbf u_2$, $-\mathbf u_1$ and $\mathbf u_2-\mathbf u_1$, with signs $+,-,-,+$. Constants and linear terms cancel as before. In the quadratic part the squares of each separate displacement cancel, leaving the cross terms:

$$V=\frac{q^2}{2r^3}\left(-6z_1z_2+2\mathbf u_1\cdot\mathbf u_2\right)=\frac{q^2}{r^3}\left(x_1x_2+y_1y_2-2z_1z_2\right).$$

The three directions do not mix. Each has a coupling $gq^2/r^3$, with $g=1,1,-2$ for $x,y,z$. The earlier rotation gives $\omega_\pm=\omega\sqrt{1\pm g\alpha/r^3}$, and each direction contributes $-\hbar\omega\,g^2\alpha^2/(8r^6)$. Since $1+1+4=6$,

$$E=-\frac68\,\frac{\hbar\omega\,\alpha^2}{r^6}=-\frac34\,\frac{\hbar\omega\,\alpha^2}{r^6}.$$

Motion along the line supplies four sixths of the attraction, and each sideways direction one sixth.

London's estimate replaces $\hbar\omega$ by the ionisation energy:

$$\boxed{E=-\frac34\,\frac{I\alpha^2}{r^6}}$$

The formula with $\hbar\omega$ is the leading-order result of the oscillator model. The replacement is a physical guess: a molecule has many excitation energies, and $I$ marks their general size. For the methyl pair,

$$E=-0.75\times12\ \mathrm{eV}\times1.1816\times10^{-3}=-0.0106\ \mathrm{eV}=-1.03\ \mathrm{kJ/mol}.$$

This is the leading, $r^{-6}$ term of the dispersion interaction. Repulsion between the electron clouds is not in it.

## What the attraction consists of

With the quadratic coupling used here, neither group has a permanent dipole, and the mean of each displacement remains zero. The displacements are, however, correlated. Along the line, an oscillator in its ground state has $\langle z_\pm^2\rangle=\hbar/(2m\omega_\pm)$, so the softened parallel mode has the larger spread:

$$\langle z_1z_2\rangle=\tfrac12\left(\langle z_+^2\rangle-\langle z_-^2\rangle\right)=\frac{\hbar}{4m\omega}\left[\frac1{\sqrt{1-\kappa}}-\frac1{\sqrt{1+\kappa}}\right]\approx\frac{\hbar\kappa}{4m\omega}.$$

The dipole components along the line thus point the same way more often than not. The sideways components, whose coupling has the other sign, are more often opposed. The mean coupling energy is

$$\langle V\rangle=-\frac{2q^2}{r^3}\langle z_1z_2\rangle\approx-\frac{\alpha}{r^3}\,\frac{\hbar\omega\kappa}{2}=-\frac{\hbar\omega\kappa^2}{4},$$

which is twice $E_{\rm line}$. To leading order, half of the Coulomb gain is spent on disturbing the two oscillators from their separate ground states.

The opposite limit, classical oscillators at temperature $T$, shows how much depends on zero-point motion. A classical mode has free energy $k_BT\ln(\hbar\omega/k_BT)$. For one direction the product of the two frequencies is $\omega^2\sqrt{1-g^2\alpha^2/r^6}$, so the free energy changes by

$$\frac{k_BT}{2}\ln\left(1-\frac{g^2\alpha^2}{r^6}\right)\approx-\frac{k_BT}{2}\,\frac{g^2\alpha^2}{r^6}.$$

The sum over directions is $-3k_BT\alpha^2/r^6$. With $RT=2.479$ kJ/mol at 298.15 K, this would be only $-0.009$ kJ/mol, less than a hundredth of the quantum value. The real electronic modes are far from this limit, because $\hbar\omega$ is much larger than $k_BT$.

## How firm is the number?

For small changes, the logarithm of the boxed formula gives

$$\frac{\delta|E|}{|E|}\approx\frac{\delta I}{I}+2\,\frac{\delta\alpha}{\alpha}-6\,\frac{\delta r}{r}.$$

For equal relative changes, the choice of $I$ matters least. Going from 10 to 14 eV moves the energy from $-0.86$ to $-1.20$ kJ/mol. The distance matters most: at 12 eV the energy is $-1.40$ kJ/mol at 3.8 Å and $-0.77$ kJ/mol at 4.2 Å. A methyl group is not a point, so its "centre" is itself uncertain by a few tenths of an ångström. The estimate deserves one significant figure at most.

The expansion in the coupling is a much smaller concern. The cubic terms $\pm\kappa^3/16$ of the two square roots cancel, and the next term of each is $-5\kappa^4/128$, where $\kappa$ now stands for $|g|\alpha/r^3$. For one direction it adds $-5\hbar\omega g^4\alpha^4/(128r^{12})$ to the energy. Because $1+1+16=18$, the correction relative to the leading term is

$$\frac{5\times18/128}{3/4}\,\frac{\alpha^2}{r^6}=\frac{15}{16}\,\frac{\alpha^2}{r^6}\approx0.11\ \text{percent}.$$

Diagonalising the six coupled oscillators, with the coupling taken numerically from the bare Coulomb energy, gives the same excess over the London formula, about 0.11 percent. The same correction makes the fall between 4 and 8 Å slightly steeper than $r^{-6}$, with a mean exponent of $-6.0016$.

This accuracy belongs to the model of point dipoles. It says nothing about terms beyond the quadratic expansion of $V$. Those need not be small here, since a C–H bond of about 1.09 Å is not tiny beside 4 Å. Overlap of the electron clouds is also left out. It can already matter at 4 Å, and as it grows at shorter range the model loses its basis. At very long range the travel time of light matters. That happens when $r$ approaches $\hbar c/I$, roughly 160 Å, so it is irrelevant here.

## Many excitations instead of one

The replacement of $\hbar\omega$ by $I$ can be examined by giving each molecule its full set of excitations. Let molecule 1 have excitation energies $E_k=\hbar\omega_k$ and real transition dipoles $\mathbf d_k$, and molecule 2 likewise with label $l$. The coupling is $V=\sum_i g_i\mu_{1i}\mu_{2i}/r^3$, with the same $g_i$ as before. For molecules without permanent dipoles, second-order perturbation theory gives

$$E=-\frac1{r^6}\sum_{k,l}\frac{\left(\sum_ig_id_{k,i}d_{l,i}\right)^2}{E_k+E_l}.$$

Average over independent orientations of the two molecules. Then $\overline{d_{k,i}d_{k,j}}=D_k^2\delta_{ij}$ with $D_k^2=|\mathbf d_k|^2/3$, and the squared bracket becomes $\sum_ig_i^2D_k^2D_l^2=6D_k^2D_l^2$.

The same quantities fix the polarisability. In a static field the second-order energy is $-F^2\sum_kD_k^2/E_k$ on average, and it must equal $-\alpha F^2/2$. So $\alpha=\sum_k\alpha_k$ with $\alpha_k=2D_k^2/E_k$. Inserting $D_k^2=\alpha_kE_k/2$ and writing $E=-C_6/r^6$,

$$C_6=\frac32\sum_{k,l}\alpha_k\alpha_l\,\frac{E_kE_l}{E_k+E_l}.$$

A single excitation returns $\frac34E_1\alpha^2$, as it should.

The double sum can be written with one response function. An oscillator driven at frequency $w$ obeys $m(\omega_k^2-w^2)z=qF$, so its polarisability is $\alpha_k/(1-w^2/\omega_k^2)$. For a molecule, first-order time-dependent perturbation theory gives each excitation the averaged contribution
$$\frac{D_k^2}{E_k-\hbar w}+\frac{D_k^2}{E_k+\hbar w}=\frac{2D_k^2E_k}{E_k^2-\hbar^2w^2}=\frac{\alpha_k}{1-w^2/\omega_k^2},$$
which has the same form. At imaginary frequency $w=i\omega$,

$$\alpha(i\omega)=\sum_k\frac{\alpha_k}{1+\omega^2/\omega_k^2}.$$

Partial fractions, with $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/(2a)$, give

$$\int_0^\infty\frac{a^2b^2\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{a^2b^2}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)=\frac{\pi}{2}\,\frac{ab}{a+b}.$$

The case $a=b$ follows as a limit. With $a=\omega_k$ and $b=\omega_l$, the double sum is the Casimir–Polder integral for two like molecules:

$$C_6=\frac{3\hbar}{\pi}\int_0^\infty\alpha(i\omega)^2\,d\omega.$$

It is useful to define the energy $W$ that would make London's formula reproduce this $C_6$:

$$W=\frac{4C_6}{3\alpha^2}=\sum_{k,l}\frac{\alpha_k\alpha_l}{\alpha^2}\,\frac{2E_kE_l}{E_k+E_l}.$$

The weights are positive and add up to one, and each fraction is the harmonic mean of two excitation energies. If all excitations lay below $I$, $W$ would also lie below $I$. A value $W>I$ therefore shows that excitations above the ionisation energy carry weight in the response.

## Comparison with computed ethane

Ethane consists of two methyl groups, which makes it a natural source for the inputs. The calculation uses coupled Hartree–Fock response at a fixed staggered geometry, with the aug-cc-pVDZ basis on carbon and cc-pVDZ on hydrogen. It leaves out electron correlation within each molecule, and the basis is not converged to the digits quoted below. With aug-cc-pVTZ on all atoms, $\alpha$ and $C_6$ rise by about 3 percent (to 4.05 Å³ and 345 hartree bohr⁶), $W$ falls from 17.2 to 16.7 eV, the energy at 4 Å moves from $-1.18$ to $-1.21$ kJ/mol, and the factor 1.30 becomes 1.26. The shortfall of $\alpha$ against 2.2 Å³ shrinks from 10 to 8 percent, and the excess over the simple estimate grows from 15 to 18 percent. It is a comparison at a stated level, not a substitute for experiment.

The mean polarisability of ethane comes out as 3.94 Å³, or 1.97 Å³ per methyl group. That is about 10 percent below the given 2.2 Å³, relative to the latter. The energy of the highest occupied orbital, with its sign reversed, gives a Koopmans ionisation energy of 13.2 eV. This ignores orbital relaxation on ionisation. Both inputs of the estimate have the right size.

For two ethane molecules, $C_6=333.9$ hartree bohr⁶. Two molecules contain four methyl–methyl pairs between them. If the groups contribute additively, one pair has a quarter of this, 83.5 hartree bohr⁶, against 72.9 in the main estimate. At 4 Å the computed coefficient gives

$$E=-1.18\ \mathrm{kJ/mol},$$

about 15 percent stronger than the $-1.03$ kJ/mol of the simple estimate.

That closeness is partly a compensation. The effective energy is $W=17.2$ eV, well above both the chosen 12 eV and the Koopmans value. The two differences pull in opposite directions:

$$\frac{83.5}{72.9}\approx\left(\frac{1.969}{2.2}\right)^2\times\frac{17.15}{12}\approx0.801\times1.429\approx1.145.$$

With ethane's own $\alpha$ and Koopmans energy, London's formula gives $-0.91$ kJ/mol, and the response value is 1.30 times as large. At this level of theory, taking the ionisation energy for $\hbar\omega$ thus underestimates the attraction. By the argument about $W$, the reason is that excitations above the ionisation energy contribute. Combining the given 2.2 Å³ with $W=17.2$ eV would yield about $-1.5$ kJ/mol. The variants in this section thus lie between about 0.9 and 1.5 kJ/mol in size. All of them keep only the isotropic $r^{-6}$ term. For two ethane molecules placed end-on, the same response calculation in the stated basis can be done with the full Coulomb coupling, which adds anisotropy and higher multipoles. With the facing carbons 4 Å apart it gives $-2.4$ kJ/mol, about 1.6 times the sum over the four methyl pairs centred on carbon. With the centres at the charge centroids of the groups, the factor is about 1.1.

## From attraction to net interaction

At 4 Å the groups may already repel noticeably, so the dispersion energy must not be read as a binding energy. A 12–6 potential illustrates the difference:

$$U(r)=\frac{B}{r^{12}}-\frac{C_6}{r^6}.$$

At its minimum $r_0$ the derivative vanishes, $-12B/r_0^{13}+6C_6/r_0^7=0$, so $B=C_6r_0^6/2$. Substitution gives

$$U(r)=-\frac{C_6}{r^6}\left[1-\frac12\left(\frac{r_0}{r}\right)^6\right].$$

If the minimum happens to lie at 4 Å, the bracket is one half and the net energy is $-0.51$ kJ/mol. If $r_0$ were $2^{1/6}\times4\approx4.5$ Å, the bracket would vanish at 4 Å and there would be no net attraction at that distance. The potential is an assumed form, and $r_0$ is not predicted here. The example shows that the net energy at a fixed separation depends strongly on $r_0$, which does not enter the dispersion term at all.

The thermal scale puts the pair in perspective. The $r^{-6}$ estimate of the dispersion energy is 0.41 of $RT$ at 298.15 K. Taken alone, it multiplies the probability of finding the groups at this separation by $e^{0.41}\approx1.5$, and repulsion reduces even that. On this estimate, the dispersion attraction of one methyl–methyl contact favours it mildly and does not amount to a bond. Whether any net preference remains depends on the repulsion. The main computed values are collected in the numerical output below.

## Computed values

```
MAIN ESTIMATE
polarisability volume per methyl: 2.2 A^3
distance: 4.0 A
chosen characteristic energy I: 12.0 eV
alpha squared: 4.84 A^6
r to the sixth: 4096 A^6
alpha^2/r^6: 1.1816e-03 (no unit)
London energy: -0.01063 eV
1 eV per particle: 96.485 kJ/mol
London energy: -1.026 kJ/mol
RT at 298.15 K: 2.479 kJ/mol
|London energy|/RT: 0.414 (no unit)
SENSITIVITY
I = 10 eV, r = 4.0 A: -0.855 kJ/mol
I = 12 eV, r = 4.0 A: -1.026 kJ/mol
I = 14 eV, r = 4.0 A: -1.197 kJ/mol
r = 3.6 A, I = 12 eV: -1.931 kJ/mol
r = 3.8 A, I = 12 eV: -1.396 kJ/mol
r = 4.2 A, I = 12 eV: -0.766 kJ/mol
r = 4.4 A, I = 12 eV: -0.579 kJ/mol
COUPLED OSCILLATORS
coupling factors x, y, z: 1.0000, 1.0000, -2.0000 (no unit)
alpha/r^3: 0.03438 (no unit)
diagonalised energy shift: -1.0272 kJ/mol
London formula: -1.0261 kJ/mol
excess of diagonalised over London: 0.112 percent
distance exponent, 4 to 8 A: -6.0016 (no unit)
ETHANE, HARTREE-FOCK RESPONSE
C-C, C-H lengths: 1.53, 1.09 A
H-C-C angle: 111 degrees
alpha along C-C, response: 4.2551 A^3
alpha along C-C, finite field: 4.2554 A^3
mean alpha of ethane: 3.938 A^3
half of it, per methyl: 1.969 A^3
Koopmans ionisation energy: 13.24 eV
C6 ethane-ethane: 333.9 hartree bohr^6
C6 methyl-methyl, one quarter: 83.5 hartree bohr^6
C6 of the main estimate: 72.9 hartree bohr^6
effective energy 4 C6/(3 alpha^2): 17.15 eV
response energy at 4 A: -1.175 kJ/mol
London with ethane alpha and Koopmans I: -0.907 kJ/mol
response/London, same alpha: 1.296 (no unit)
ILLUSTRATIVE 12-6 POTENTIAL
minimum found at: 4.000 A
net energy there: -0.513 kJ/mol
```
